# Locating Poorly Purged Reactor Regions with a Steady Mean-Age Solve: verification in Python

```python
"""Mean gas age in a purged reactor from one steady transport solve.

Result under test: if residual gas has relative concentration c=1 at t=0 and
the incoming gas has c=0, then a(x)=integral of c over time obeys
    div(rho*u*a - rho*D*grad a) = rho,
with no total residual flux at the inlet and no normal gradient at the outlet.
For uniform density rho the source is 1 after division by rho.
With A=max(a), s=t/A-1 and t>A:  c(x,t) <= (a(x)/A)*s/(exp(s)-1).
Symbols: u velocity, D diffusivity, Q volume flow, V volume, a mean age.
Reactor lengths are in cm and times in s until printed.
The planform flow is the gap-averaged viscous flow between parallel plates.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu, eigs
from scipy.stats import spearmanr

# Rough typical operating values and chosen geometry
TORR = const.atm / 760
PRESSURE = 1.0 * TORR
TEMPERATURE = 450.0
SCCM = 200.0
VISCOSITY = 2.4e-5
D_ATM_300K = 0.1
D_GAS = D_ATM_300K * const.atm / PRESSURE * (TEMPERATURE / 300) ** 1.75
GAP = 1.0
SIDE = 32.0
SLOT = 6.0
POCKET_WIDTH, POCKET_DEPTH, POCKET_START = 6.0, 10.0, 20.0
LEVEL = 0.01


def volume_flow(sccm):
    """Actual flow in cm3/s from standard cm3/min at 1 atm, 273.15 K."""
    return sccm / 60 * const.atm / PRESSURE * TEMPERATURE / 273.15


def bernoulli(z):
    small = np.abs(z) < 1e-7
    safe = np.where(small, 1.0, z)
    return np.where(small, 1 - z / 2, safe / np.expm1(safe))


def transport_matrix(n, left, right, flow, conductance, outlet, outflow):
    """Net outward residual-gas flow from each cell; inlet brings none."""
    peclet = flow / conductance
    forward = conductance * bernoulli(-peclet)
    backward = conductance * bernoulli(peclet)
    rows = np.concatenate([left, left, right, right, outlet])
    cols = np.concatenate([left, right, left, right, outlet])
    vals = np.concatenate([forward, -backward, -forward, backward, outflow])
    return coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()


def purge_history(matrix, mass, schedule):
    """Second-order L-stable two-stage integration of mass*dc/dt=-matrix*c."""
    gamma = 1 - 1 / np.sqrt(2)
    c = np.ones(len(mass))
    times, history = [0.0], [c.copy()]
    for dt, count in schedule:
        factor = splu((diags(mass) + gamma * dt * matrix).tocsc())
        for _ in range(count):
            k1 = factor.solve(-(matrix @ c))
            k2 = factor.solve(-(matrix @ (c + (1 - gamma) * dt * k1)))
            c = c + dt * ((1 - gamma) * k1 + gamma * k2)
            times.append(times[-1] + dt)
            history.append(c.copy())
    return np.array(times), np.array(history)


def reactor(dx, sccm=SCCM, pocket_mobility=1.0):
    nx = round(SIDE / dx)
    ny = round((SIDE + POCKET_DEPTH) / dx)
    xc, yc = np.meshgrid((np.arange(nx) + .5) * dx,
                         (np.arange(ny) + .5) * dx, indexing="ij")
    in_pocket_columns = ((xc > POCKET_START)
                         & (xc < POCKET_START + POCKET_WIDTH))
    mask = (yc < SIDE) | in_pocket_columns
    index = -np.ones((nx, ny), dtype=int)
    n = int(mask.sum())
    index[mask] = np.arange(n)
    x, y = xc[mask], yc[mask]
    hx = mask[:-1] & mask[1:]
    hy = mask[:, :-1] & mask[:, 1:]
    left = np.concatenate([index[:-1][hx], index[:, :-1][hy]])
    right = np.concatenate([index[1:][hx], index[:, 1:][hy]])
    in_slot = np.abs(y - SIDE / 2) < SLOT / 2
    inlet = np.flatnonzero((x < dx) & in_slot)
    outlet = np.flatnonzero((x > SIDE - dx) & in_slot)
    touches_pocket = (y[left] > SIDE) | (y[right] > SIDE)
    mobility = np.where(touches_pocket, pocket_mobility, 1.0)
    rows = np.concatenate([left, left, right, right, outlet])
    cols = np.concatenate([left, right, left, right, outlet])
    vals = np.concatenate([mobility, -mobility, -mobility, mobility,
                           np.full(len(outlet), 2.0)])
    laplacian = coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()
    total_flow = volume_flow(sccm)
    supply = np.zeros(n)
    supply[inlet] = total_flow / len(inlet)
    potential = splu(laplacian).solve(supply)
    flow = mobility * (potential[left] - potential[right])
    outflow = 2 * potential[outlet]
    matrix = transport_matrix(n, left, right, flow,
                              np.full(len(flow), D_GAS * GAP),
                              outlet, outflow)
    cell_volume = np.full(n, GAP * dx * dx)
    age = splu(matrix).solve(cell_volume)
    return dict(x=x, y=y, matrix=matrix, volume=cell_volume, age=age,
                outlet=outlet, outflow=outflow, flow=total_flow,
                potential=potential)


# Straight channel: numerical solver against the analytic age
n = 200
dx1 = 1 / n
xc1 = (np.arange(n) + .5) * dx1
channel = transport_matrix(n, np.arange(n - 1), np.arange(1, n),
                           np.ones(n - 1), np.full(n - 1, 0.2 / dx1),
                           np.array([n - 1]), np.array([1.0]))
channel_age = splu(channel).solve(np.full(n, dx1))
channel_exact = xc1 + 0.2 * (1 - np.exp(-(1 - xc1) / 0.2))
channel_error = np.max(np.abs(channel_age / channel_exact - 1))
assert channel_error < 0.005

# Particles entering a long channel: actual time since entry, u=D=1
rng = np.random.default_rng(7)
position = np.zeros(20000)
dt_particle = 0.02
occupancy = age_sum = 0.0
for step in range(1, 2001):
    kick = np.sqrt(2 * dt_particle) * rng.standard_normal(len(position))
    position = np.abs(position + dt_particle + kick)
    inside = np.count_nonzero((position > 1.5) & (position < 2.5))
    occupancy += inside
    age_sum += inside * step * dt_particle
particle_age = age_sum / occupancy
particle_formula = 2.0 + 1.0
assert abs(particle_age / particle_formula - 1) < 0.04

# Nonuniform density: purge transient decides which source is right
n = 60
dx1 = 1 / n
xc1 = (np.arange(n) + .5) * dx1
xf1 = np.arange(1, n) * dx1
hot_mass = dx1 / (1 + xc1)
hot = transport_matrix(n, np.arange(n - 1), np.arange(1, n),
                       np.ones(n - 1), 0.1 * (1 + xf1) ** .75 / dx1,
                       np.array([n - 1]), np.array([1.0]))
hot_t, hot_c = purge_history(hot, hot_mass, [(0.001, 500), (0.01, 1000)])
hot_integral = trapezoid(hot_c, hot_t, axis=0)
hot_right = splu(hot).solve(hot_mass)
hot_wrong = splu(hot).solve(np.full(n, dx1))
hot_error = np.max(np.abs(hot_right / hot_integral - 1))
wrong_error = hot_wrong[-1] / hot_integral[-1] - 1
assert hot_error < 0.01 and abs(wrong_error) > 0.2

# Reactor age from one steady solve, then a transient as judge
base = reactor(0.5)
x, y, age = base["x"], base["y"], base["age"]
matrix, volume = base["matrix"], base["volume"]
age_max = age.max()
turnover = volume.sum() / base["flow"]
outlet_age = base["outflow"] @ age[base["outlet"]] / base["flow"]
assert abs(outlet_age / turnover - 1) < 1e-7
times, history = purge_history(matrix, volume,
                               [(age_max / 3000, 600), (age_max / 100, 1180)])
integrated = trapezoid(history, times, axis=0)
age_error = np.max(np.abs(integrated - age)) / age_max
assert age_error < 0.005

below = history < LEVEL
assert below[-1].all()
hit = np.argmax(below, axis=0)
cells = np.arange(len(age))
before, after = history[hit - 1, cells], history[hit, cells]
fraction = np.log(before / LEVEL) / np.log(before / after)
purge_time = times[hit - 1] + fraction * (times[hit] - times[hit - 1])
rank_correlation = spearmanr(age, purge_time)[0]
top = len(age) // 20
overlap = len(np.intersect1d(np.argsort(age)[-top:],
                             np.argsort(purge_time)[-top:])) / top
worst_age, worst_purge = np.argmax(age), np.argmax(purge_time)
assert rank_correlation > 0.7 and overlap > 0.6
assert age[worst_purge] > 0.95 * age_max

# Transient bound at every stored time and every cell
late = times > age_max * 1.001
s = times[late] / age_max - 1
bound_factor = s / np.expm1(s)
largest_bound_ratio = 0.0
for c_now, factor_now in zip(history[late], bound_factor):
    ratio = np.max(c_now / (factor_now * age / age_max))
    largest_bound_ratio = max(largest_bound_ratio, ratio)
assert largest_bound_ratio <= 1
s_level = brentq(lambda z: z / np.expm1(z) - LEVEL, 1e-6, 60)
guaranteed_time = age_max * (1 + s_level)
assert guaranteed_time >= purge_time.max()

# One late decay rate at every point
i1 = np.searchsorted(times, 8 * age_max)
i2 = np.searchsorted(times, 10 * age_max)
local_rates = np.log(history[i1] / history[i2]) / (times[i2] - times[i1])
eigenvalue = eigs((diags(1 / volume) @ matrix).tocsc(), k=1, sigma=0,
                  v0=np.ones(len(age)), return_eigenvectors=False)[0]
slow_rate = eigenvalue.real
assert np.max(np.abs(local_rates / slow_rate - 1)) < 0.01
assert slow_rate >= 1 / age_max

# Closed-end diffusion law in the inner half of the pocket
def row_mean(height):
    return age[np.abs(y - height) < 1e-6].mean()


end_y = SIDE + POCKET_DEPTH
inner_y, last_y, mouth_y = SIDE + 5.25, end_y - .25, SIDE + .25
inner_rise = row_mean(last_y) - row_mean(inner_y)
inner_law = ((end_y - inner_y) ** 2 - (end_y - last_y) ** 2) / (2 * D_GAS)
assert abs(inner_rise / inner_law - 1) < 0.05
pocket_rise = row_mean(last_y) - row_mean(mouth_y)
pocket_scale = POCKET_DEPTH ** 2 / (2 * D_GAS)

# Changed flow, stagnant pocket and refined grid
double = reactor(0.5, 2 * SCCM)
stagnant = reactor(0.5, SCCM, 1e-9)
fine = reactor(0.25)
double_ratio = double["age"].max() / age_max
grid_change = fine["age"].max() / age_max - 1
assert double_ratio > 0.55
assert abs(grid_change) < 0.03

# Sizes of neglected effects
gap_m = GAP / 100
molecule_mass = 28 * const.atomic_mass
density = PRESSURE * molecule_mass / (const.k * TEMPERATURE)
inlet_speed = base["flow"] / (SLOT * GAP)
chamber_speed = base["flow"] / (SIDE * GAP)
inertia = density * inlet_speed / 100 * gap_m ** 2 / (
    12 * VISCOSITY * SLOT / 100)
pressure_drop = 12 * VISCOSITY / gap_m ** 3 * base["potential"].max() * 1e-6
free_path = VISCOSITY / PRESSURE * np.sqrt(
    np.pi * const.k * TEMPERATURE / (2 * molecule_mass))
slip = 6 * free_path / gap_m
side_drag = 192 / np.pi ** 5 * GAP / POCKET_WIDTH
dispersion_inlet = (inlet_speed * GAP / D_GAS) ** 2 / 210
dispersion_chamber = (chamber_speed * GAP / D_GAS) ** 2 / 210
diffusivity_10K = ((TEMPERATURE + 10) / TEMPERATURE) ** 1.75 - 1
partial_pressure_torr = 0.05
reversible_coverage = 1e14
gas_per_wall = (partial_pressure_torr * TORR / (const.k * TEMPERATURE)
                * gap_m / 2 * 1e-4)
retention = 1 + reversible_coverage / gas_per_wall

print(f"Pressure {PRESSURE/TORR:.1f} Torr; temperature {TEMPERATURE:.0f} K")
print(f"Feed {SCCM:.0f} sccm; actual flow {base['flow']:.0f} cm3/s")
print(f"Diffusivity at 1 atm, 300 K: {D_ATM_300K:.2f} cm2/s")
print(f"Diffusivity in reactor: {D_GAS:.1f} cm2/s")
print(f"Carrier viscosity: {VISCOSITY:.2e} Pa s")
print(f"Chamber side {SIDE:.0f} cm; gap {GAP:.0f} cm; slots {SLOT:.0f} cm")
print(f"Pocket width {POCKET_WIDTH:.0f} cm; depth {POCKET_DEPTH:.0f} cm")
print(f"Pocket starts at x = {POCKET_START:.0f} cm on wall y = {SIDE:.0f} cm")
print(f"Reactor volume: {volume.sum():.0f} cm3; cells: {len(age)}")
print(f"Mean speed: inlet {inlet_speed:.0f}, chamber {chamber_speed:.0f} cm/s")
print(f"Chamber Peclet number: {chamber_speed*SIDE/D_GAS:.1f}")
print(f"Inlet back-diffusion length D/u: {D_GAS/inlet_speed:.2f} cm")
print(f"V/Q: {1e3*turnover:.1f} ms; outlet age: {1e3*outlet_age:.1f} ms")
print("Point (x, y in cm): mean age in ms, time to 1% in ms")
points = [("inlet jet", 4.25, 16.25), ("centre", 16.25, 16.25),
          ("inlet-side corner", .25, .25),
          ("outlet-side corner", 31.75, .25),
          ("pocket mouth", 23.25, 32.25), ("pocket end", 23.25, 41.75)]
for name, px, py in points:
    k = np.argmin((x - px) ** 2 + (y - py) ** 2)
    print(f"  {name} ({x[k]:.2f}, {y[k]:.2f}): "
          f"{1e3*age[k]:.1f}, {1e3*purge_time[k]:.0f}")
print(f"Maximum age: {1e3*age_max:.1f} ms at "
      f"({x[worst_age]:.2f}, {y[worst_age]:.2f}) cm")
print(f"Slowest 1% purge: {1e3*purge_time.max():.0f} ms at "
      f"({x[worst_purge]:.2f}, {y[worst_purge]:.2f}) cm")
print(f"Guaranteed 1% purge time from age: {1e3*guaranteed_time:.0f} ms")
print(f"Largest concentration/bound ratio: {largest_bound_ratio:.3f}")
print(f"Age-purge rank correlation: {rank_correlation:.3f}")
print(f"Overlap of worst 5% of cells: {100*overlap:.1f} %")
ratios = purge_time / age
print(f"Purge time/age: {ratios.min():.2f} to {ratios.max():.2f}")
print(f"Late decay rate: {slow_rate:.3f} 1/s; 1/A: {1/age_max:.3f} 1/s")
print(f"Steady-transient age difference/A: {100*age_error:.4f} %")
print(f"Inner-pocket rise: {1e3*inner_rise:.2f} ms; "
      f"diffusion law: {1e3*inner_law:.2f} ms")
print(f"Whole-pocket rise: {1e3*pocket_rise:.1f} ms; "
      f"d^2/(2D): {1e3*pocket_scale:.1f} ms")
print(f"Maximum age at doubled flow: {1e3*double['age'].max():.1f} ms; "
      f"ratio {double_ratio:.3f}")
print(f"Maximum age, no pocket flow: {1e3*stagnant['age'].max():.1f} ms")
print(f"Maximum age, 0.25 cm grid: {1e3*fine['age'].max():.1f} ms; "
      f"change {100*grid_change:.2f} %")
print(f"Channel formula error: {100*channel_error:.4f} %")
print(f"Particle age: {particle_age:.3f}; formula: {particle_formula:.3f} "
      "(units D/u^2)")
print(f"Density-source error: {100*hot_error:.3f} %; "
      f"wrong unit source at outlet: {100*wrong_error:.1f} %")
print(f"Inertia/viscous drag at inlet: {100*inertia:.1f} %")
print(f"Pressure drop: {pressure_drop/TORR:.4f} Torr "
      f"({100*pressure_drop/PRESSURE:.1f} % of pressure)")
print(f"Mean free path: {1e3*free_path:.3f} mm; slip effect {100*slip:.1f} %")
print(f"Side-wall drag scale in pocket: {100*side_drag:.1f} %")
print(f"Gap dispersion: inlet {100*dispersion_inlet:.1f} %, "
      f"chamber {100*dispersion_chamber:.2f} %")
print(f"Diffusivity change for +10 K: {100*diffusivity_10K:.1f} %")
print(f"Assumed precursor pressure {partial_pressure_torr:.2f} Torr; "
      f"reversible coverage {reversible_coverage:.1e} 1/cm2")
print(f"Wall-retention factor on age: {retention:.2f}")
print("no test failed")
```

Printed output:

```
Pressure 1.0 Torr; temperature 450 K
Feed 200 sccm; actual flow 4174 cm3/s
Diffusivity at 1 atm, 300 K: 0.10 cm2/s
Diffusivity in reactor: 154.5 cm2/s
Carrier viscosity: 2.40e-05 Pa s
Chamber side 32 cm; gap 1 cm; slots 6 cm
Pocket width 6 cm; depth 10 cm
Pocket starts at x = 20 cm on wall y = 32 cm
Reactor volume: 1084 cm3; cells: 4336
Mean speed: inlet 696, chamber 130 cm/s
Chamber Peclet number: 27.0
Inlet back-diffusion length D/u: 0.22 cm
V/Q: 259.7 ms; outlet age: 259.7 ms
Point (x, y in cm): mean age in ms, time to 1% in ms
  inlet jet (4.25, 16.25): 11.7, 36
  centre (16.25, 16.25): 91.6, 254
  inlet-side corner (0.25, 0.25): 143.0, 430
  outlet-side corner (31.75, 0.25): 349.6, 732
  pocket mouth (23.25, 32.25): 411.3, 1690
  pocket end (23.25, 41.75): 691.3, 2094
Maximum age: 693.0 ms at (25.75, 41.75) cm
Slowest 1% purge: 2095 ms at (25.75, 41.75) cm
Guaranteed 1% purge time from age: 5180 ms
Largest concentration/bound ratio: 0.378
Age-purge rank correlation: 0.991
Overlap of worst 5% of cells: 97.7 %
Purge time/age: 2.09 to 6.33
Late decay rate: 2.602 1/s; 1/A: 1.443 1/s
Steady-transient age difference/A: 0.0026 %
Inner-pocket rise: 72.67 ms; diffusion law: 72.81 ms
Whole-pocket rise: 292.8 ms; d^2/(2D): 323.6 ms
Maximum age at doubled flow: 498.1 ms; ratio 0.719
Maximum age, no pocket flow: 745.1 ms
Maximum age, 0.25 cm grid: 690.1 ms; change -0.41 %
Channel formula error: 0.0052 %
Particle age: 3.008; formula: 3.000 (units D/u^2)
Density-source error: 0.003 %; wrong unit source at outlet: 44.3 %
Inertia/viscous drag at inlet: 4.0 %
Pressure drop: 0.0167 Torr (1.7 % of pressure)
Mean free path: 0.082 mm; slip effect 4.9 %
Side-wall drag scale in pocket: 10.5 %
Gap dispersion: inlet 9.7 %, chamber 0.34 %
Diffusivity change for +10 K: 3.9 %
Assumed precursor pressure 0.05 Torr; reversible coverage 1.0e+14 1/cm2
Wall-retention factor on age: 1.19
no test failed
```
